# Bond lengths in sheared diamond crystals and the Kleinman parameter: verification in Python

```python
"""
Result under test: in a diamond crystal under the traceless [111] shear
e_xy = e_yz = e_zx = e (zero diagonal), with sublattice B shifted relative to A
by u = -zeta*(a/2)*e*(1,1,1), the relative bond-length changes are, to first
order, 2e(1-zeta) for the [111] bond and -(2/3)e(1-zeta) for the other three.
They all vanish at zeta = 1.
a: cubic lattice constant; d = sqrt(3)a/4: bond length; zeta: Kleinman parameter;
alpha, beta: Keating stretching and bending constants.
Geometry tests use a = 1; the silicon example uses pm and GPa.
"""
from itertools import combinations, product
import numpy as np
from scipy import constants as const
from scipy.optimize import least_squares

SHEAR = np.ones((3, 3)) - np.eye(3)
PAIRS = list(combinations(range(4), 2))


def find_neighbours():
    """Nearest B atoms around the A atom at the origin, [111] bond first."""
    primitive = 0.5 * SHEAR
    sites = np.array([np.full(3, 0.25) + np.array(n) @ primitive
                      for n in product(range(-2, 3), repeat=3)])
    distance = np.linalg.norm(sites, axis=1)
    nearest = sites[distance < distance.min() + 1e-9]
    return nearest[np.argsort(-nearest.sum(axis=1), kind="stable")]


BONDS = find_neighbours()
D0 = np.linalg.norm(BONDS[0])
assert len(BONDS) == 4 and abs(D0 - np.sqrt(3) / 4) < 1e-12
assert np.allclose(BONDS.sum(axis=0), 0)


def deformed(strain, shift):
    return BONDS @ (np.eye(3) + strain).T + shift


def kleinman_shift(strain, zeta):
    return -0.5 * zeta * np.array([strain[1, 2], strain[2, 0], strain[0, 1]])


def lengths(strain, shift):
    return np.linalg.norm(deformed(strain, shift), axis=1)


def angles(strain, shift):
    v = deformed(strain, shift)
    v = v / np.linalg.norm(v, axis=1)[:, None]
    return np.array([np.arccos(v[i] @ v[j]) for i, j in PAIRS])


def shear_rate(quantity, zeta, h=1e-4):
    """Central-difference derivative with respect to the shear e at e = 0."""
    plus, minus = h * SHEAR, -h * SHEAR
    return (quantity(plus, kleinman_shift(plus, zeta))
            - quantity(minus, kleinman_shift(minus, zeta))) / (2 * h)


# First-order lengths and angles for several internal-strain parameters.
length_pattern = np.array([2, -2 / 3, -2 / 3, -2 / 3])
angle_pattern = np.array([1, 1, 1, -1, -1, -1]) * 2 * np.sqrt(2) / 3
for zeta in (-0.5, 0.0, 0.4, 1.0, 1.3):
    assert np.allclose(shear_rate(lengths, zeta) / D0,
                       length_pattern * (1 - zeta), atol=1e-6)
    assert np.allclose(shear_rate(angles, zeta),
                       angle_pattern * (1 + 2 * zeta), atol=1e-6)
rates_at_one = shear_rate(lengths, 1.0) / D0

# Best shift for general strains, found without the Kleinman formula.
h = 1e-5
zero = np.zeros((3, 3))
shift_jacobian = np.array([(lengths(zero, h * axis) - lengths(zero, -h * axis))
                           / (2 * h) for axis in np.eye(3)]).T
rng = np.random.default_rng(7)
for traceless in (True, False):
    for trial in range(5):
        g = rng.normal(size=(3, 3))
        g = 0.5 * (g + g.T)
        if traceless:
            g -= np.trace(g) / 3 * np.eye(3)
        stretch = (lengths(h * g, 0) - lengths(-h * g, 0)) / (2 * h)
        best = np.linalg.lstsq(shift_jacobian, -stretch, rcond=None)[0]
        left = (stretch + shift_jacobian @ best) / D0
        assert np.allclose(best, kleinman_shift(g, 1.0), atol=1e-6)
        assert np.allclose(left, np.trace(g) / 3, atol=1e-6)

# A rigid rotation added to the shear does not alter the first-order result.
w = np.array([[0, -0.7, 0.2], [0.7, 0, -0.4], [-0.2, 0.4, 0]])
turned = [lengths(s * h * (SHEAR + w), kleinman_shift(s * h * SHEAR, 1.0))
          for s in (1, -1)]
assert np.allclose((turned[0] - turned[1]) / (2 * h), 0, atol=1e-6)

# Lengths at finite shear for zeta = 1.
for e in (0.05, 0.01, -0.03):
    ratio = lengths(e * SHEAR, kleinman_shift(e * SHEAR, 1.0)) / D0
    assert np.allclose(ratio, [1] + 3 * [np.sqrt(1 + 8 * e**2)], atol=1e-12)


def keating_zeta(beta_over_alpha, e=1e-3):
    """Minimize the nonlinear Keating energy over all three shift components."""
    found = []
    for sign in (1, -1):
        def terms(shift):
            v = deformed(sign * e * SHEAR, shift)
            stretch = np.sum(v * v, axis=1) - D0**2
            bend = np.array([v[i] @ v[j] + D0**2 / 3 for i, j in PAIRS])
            # Factor 2: the same six angles occur at the A and the B atom.
            return np.concatenate([stretch, np.sqrt(2 * beta_over_alpha) * bend])
        fit = least_squares(terms, np.zeros(3), jac="3-point",
                            xtol=1e-14, ftol=1e-14, gtol=1e-14)
        found.append(fit.x)
    slope = (found[0] - found[1]) / (2 * e)
    assert np.ptp(slope) < 1e-5
    return -2 * slope.mean()


for ratio in (0.0, 0.1, 0.3, 1.0, 3.0):
    assert abs(keating_zeta(ratio) - (1 - ratio) / (1 + ratio)) < 1e-4

# Silicon example: rough typical inputs.
a_pm = 540.0
stress = 2.0
c11, c12, c44 = 170.0, 60.0, 80.0
beta_over_alpha = 0.3
expansion, warming = 3e-6, 100.0
phonon_mev, mass_u, temperature = 60.0, 28.0, 300.0

stiffness = np.diag([c11 - c12] * 3 + [c44] * 3)
stiffness[:3, :3] += c12
voigt = np.linalg.solve(stiffness, np.full(6, stress / 3))
full_strain = np.diag(voigt[:3])
for (i, j), gamma in zip([(1, 2), (0, 2), (0, 1)], voigt[3:]):
    full_strain[i, j] = full_strain[j, i] = gamma / 2
isotropic = np.trace(full_strain) / 3
e = full_strain[0, 1]
assert np.allclose(full_strain - isotropic * np.eye(3), e * SHEAR, atol=1e-14)
assert abs(e - stress / (6 * c44)) < 1e-14
assert abs(isotropic - stress / (3 * (c11 + 2 * c12))) < 1e-14

d_pm = a_pm * D0
zeta_si = keating_zeta(beta_over_alpha)


def first_order_pm(zeta):
    return shear_rate(lengths, zeta) * a_pm * e


def finite_pm(strain, zeta):
    return a_pm * (lengths(strain, kleinman_shift(strain, zeta)) - D0)


second = finite_pm(e * SHEAR, 1.0)
second_half = finite_pm(0.5 * e * SHEAR, 1.0)
scaling = second[1] / second_half[1]
assert abs(scaling - 4) < 1e-2
assert abs(second[1] / (4 * e**2 * d_pm) - 1) < 1e-3
total = finite_pm(full_strain, zeta_si)
angle_change = np.degrees(angles(e * SHEAR, kleinman_shift(e * SHEAR, 1.0))
                          - angles(zero, 0))

# Thermal and zero-point vibration of one bond treated as a single oscillator.
quantum = phonon_mev * 1e-3 * const.e
reduced_mass = 0.5 * mass_u * const.atomic_mass
x = quantum / (const.k * temperature)
levels = np.arange(400)
weights = np.exp(-x * levels)
mean_level = np.sum((levels + 0.5) * weights) / weights.sum()
assert abs(mean_level - 0.5 / np.tanh(x / 2)) < 1e-10
rms_pm = 1e12 * np.sqrt(const.hbar**2 / (reduced_mass * quantum) * mean_level)

print("GEOMETRY (relative length change divided by shear e)")
r0 = shear_rate(lengths, 0.0) / D0
print(f"zeta=0: [111] bond {r0[0]:.4f}, other bonds {r0[1]:.4f}")
print(f"zeta=1: largest magnitude {np.max(np.abs(rates_at_one)):.1e}")
print("SILICON EXAMPLE, rough inputs")
print(f"lattice constant a = {a_pm / 1000:.2f} nm")
print(f"tension along [111] = {stress:.1f} GPa")
print(f"C11, C12, C44 = {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"beta/alpha = {beta_over_alpha:.1f}")
print(f"unstrained bond length d = {d_pm:.1f} pm")
print(f"shear component e = {100 * e:.4f} %")
print(f"extension along [111] from shear, 2e = {200 * e:.4f} %")
print(f"isotropic strain = {100 * isotropic:.4f} %")
print(f"sublattice shift length at zeta=1 = "
      f"{a_pm * np.linalg.norm(kleinman_shift(e * SHEAR, 1.0)):.3f} pm")
print(f"Keating zeta from minimization = {zeta_si:.3f}")
print("First-order bond changes from shear alone")
for name, zeta in (("0", 0.0), ("Keating", zeta_si), ("1", 1.0)):
    change = first_order_pm(zeta)
    # Adding zero after rounding removes a meaningless minus sign.
    c0, c1 = np.round(change[:2], 3) + 0.0
    print(f"zeta={name}: [111] {c0:.3f} pm, others {c1:.3f} pm")
print("Angle changes at zeta=1, finite shear")
print(f"unstrained angle = {np.degrees(angles(zero, 0)[0]):.2f} deg")
print(f"angles with [111] bond: {angle_change[0]:+.3f} deg")
print(f"angles without it: {angle_change[-1]:+.3f} deg")
print("EFFECTS OUTSIDE THE IDEAL FIRST-ORDER RESULT")
print(f"zeta below 1, [111] bond: {first_order_pm(zeta_si)[0]:.3f} pm")
print(f"isotropic stretch, every bond: {isotropic * d_pm:.3f} pm")
print(f"second-order stretch, other bonds: {second[1]:.4f} pm")
print(f"second-order stretch at half shear: {second_half[1]:.4f} pm")
print(f"ratio of these two stretches = {scaling:.3f}")
print(f"thermal expansion coefficient = {expansion:.0e} 1/K")
print(f"thermal stretch over {warming:.0f} K: "
      f"{expansion * warming * d_pm:.3f} pm")
print(f"oscillator energy = {phonon_mev:.0f} meV, atom mass = {mass_u:.0f} u")
print(f"rms bond vibration at {temperature:.0f} K: {rms_pm:.1f} pm")
print("Full strain with Keating zeta, finite deformation")
print(f"[111] bond {total[0]:+.3f} pm, others {total[1]:+.3f} pm")
print("finished without a failed check")
```

Printed output:

```
GEOMETRY (relative length change divided by shear e)
zeta=0: [111] bond 2.0000, other bonds -0.6667
zeta=1: largest magnitude 6.4e-13
SILICON EXAMPLE, rough inputs
lattice constant a = 0.54 nm
tension along [111] = 2.0 GPa
C11, C12, C44 = 170, 60, 80 GPa
beta/alpha = 0.3
unstrained bond length d = 233.8 pm
shear component e = 0.4167 %
extension along [111] from shear, 2e = 0.8333 %
isotropic strain = 0.2299 %
sublattice shift length at zeta=1 = 1.949 pm
Keating zeta from minimization = 0.538
First-order bond changes from shear alone
zeta=0: [111] 1.949 pm, others -0.650 pm
zeta=Keating: [111] 0.899 pm, others -0.300 pm
zeta=1: [111] 0.000 pm, others 0.000 pm
Angle changes at zeta=1, finite shear
unstrained angle = 109.47 deg
angles with [111] bond: +0.675 deg
angles without it: -0.684 deg
EFFECTS OUTSIDE THE IDEAL FIRST-ORDER RESULT
zeta below 1, [111] bond: 0.899 pm
isotropic stretch, every bond: 0.538 pm
second-order stretch, other bonds: 0.0162 pm
second-order stretch at half shear: 0.0041 pm
ratio of these two stretches = 4.000
thermal expansion coefficient = 3e-06 1/K
thermal stretch over 100 K: 0.070 pm
oscillator energy = 60 meV, atom mass = 28 u
rms bond vibration at 300 K: 5.5 pm
Full strain with Keating zeta, finite deformation
[111] bond +1.437 pm, others +0.246 pm
finished without a failed check
```
